# Mott's ac conductivity from resonant pairs of localized states

**Q.** At zero temperature, a Fermi level among localized states gives no dc conductivity. Why should an alternating field do better?

**A.** A steady current needs electrons to cross the sample. An alternating field needs only to lift an electron from a filled state to an empty one nearby. That absorbs energy, and absorbed energy defines the real part of the conductivity, written $\sigma(\omega)$ here.

Let the field be $F\cos\omega t$ along $x$. The perturbation is $eFx\cos\omega t$; the sign of the charge drops out on squaring. Half the amplitude belongs to $e^{-i\omega t}$, the part that absorbs, so a filled state $a$ and an empty state $b$ give the golden-rule rate

$$\Gamma_{ab}=\frac{2\pi}{\hbar}\left(\frac{eF}{2}\right)^2|x_{ab}|^2\,\delta(E_b-E_a-\hbar\omega).$$

Each transition takes up $\hbar\omega$, so the power is

$$\sum_{ab}\hbar\omega\,\Gamma_{ab}=\frac{\pi}{2}e^2F^2\omega\sum_{ab}|x_{ab}|^2\delta(E_b-E_a-\hbar\omega).$$

The mean Joule heat in volume $V$ is $V\sigma F^2/2$. Equating the two,

$$\sigma(\omega)=\frac{\pi e^2\omega}{V}\sum_{a\,\text{filled},\;b\,\text{empty}}|x_{ab}|^2\,\delta(E_b-E_a-\hbar\omega).\tag{1}$$

The factor was tested by integrating the Schrödinger equation for weakly driven two-level systems over 40 field periods, with splittings from 0.5 to 1.5 times the photon energy. The absorbed energy was 0.994 of the golden-rule value.

**Q.** Localized states that are far apart have almost no dipole element between them, and states that are close together repel in energy. Which transitions are left at small $\omega$?

**A.** Pairs of sites at a suitable intermediate distance. Take two sites with energies $e_1,e_2$, separation vector $\mathbf r$, and coupling

$$I(r)=I_0e^{-r/\xi}.$$

Here $\xi$ is the decay length of the coupling; a length defined from the decay of the probability density would be half as long. I assume that $I$ depends on distance alone and that the two site orbitals have been made orthogonal. With $\bar e=(e_1+e_2)/2$ and $\Delta=e_1-e_2$,

$$H=\bar e+\begin{pmatrix}\Delta/2&I\\ I&-\Delta/2\end{pmatrix},\qquad E_\pm=\bar e\pm\frac W2,\qquad W=\sqrt{\Delta^2+4I^2}.$$

Define $\theta$ by $\cos\theta=\Delta/W$ and $\sin\theta=2I/W$. The eigenvectors are

$$|+\rangle=\left(\cos\tfrac\theta2,\ \sin\tfrac\theta2\right),\qquad |-\rangle=\left(-\sin\tfrac\theta2,\ \cos\tfrac\theta2\right).$$

I keep the diagonal elements $x_1,x_2$ of the position operator and neglect its elements between the two sites. Then

$$\langle+|x|-\rangle=(x_2-x_1)\sin\tfrac\theta2\cos\tfrac\theta2,\qquad |x_{+-}|=\frac{|r_x|}2\sin\theta=|r_x|\frac IW.\tag{2}$$

At $\Delta=0$ the states are shared equally and the element is $|r_x|/2$, however large the distance. For $|\Delta|\gg I$ it falls to $|r_x|I/|\Delta|$. A strong absorber therefore needs $|\Delta|$ no larger than about $2I$, while its splitting $W$ must equal $\hbar\omega$. Both hold where $2I(r)$ is comparable with $\hbar\omega$.

**Q.** You have matched the splitting to the photon. Must the pair also sit at the Fermi level $\mu$?

**A.** Yes, and this supplies a power of frequency. For non-interacting electrons the lower level must be filled and the upper one empty:

$$\bar e-\frac W2<\mu<\bar e+\frac W2 .$$

So $\bar e$ lies in a window of width $W=\hbar\omega$ around $\mu$. Pairs outside it hold either two electrons of a given spin or none, and cannot absorb.

**Q.** Then count the pairs. I want to see where double counting and spin enter.

**A.** Let $g$ be the density of states per volume, energy and spin, flat near $\mu$, and let site positions and energies be uncorrelated. The number of pairs per volume is

$$\frac12g^2\int d^dr\int de_1\,de_2=\frac12g^2\int d^dr\int d\bar e\,d\Delta .$$

The half is there because exchanging the two sites gives the same pair. The Jacobian is one, since $e_{1,2}=\bar e\pm\Delta/2$. The field conserves spin, so $s$ spin species multiply the result by $s$.

The integral over $\bar e$ gives the window $W$. Averaging over directions turns $r_x^2$ into $r^2/d$. From (1) and (2),

$$\sigma=s\pi e^2\omega\,\frac{g^2}{2}\int d^dr\int_{-\infty}^{\infty}d\Delta\;W\,\frac{r^2}{d}\,\frac{I^2}{W^2}\,\delta(W-\hbar\omega).\tag{3}$$

For the integral over $\Delta$, note that $dW/d\Delta=\Delta/W$. The condition $W=\hbar\omega$ has two roots, $\Delta=\pm\sqrt{(\hbar\omega)^2-4I^2}$, provided $2I<\hbar\omega$. Each contributes $W/|\Delta|$, so

$$\int d\Delta\,\delta(W-\hbar\omega)=\frac{2\hbar\omega}{\sqrt{(\hbar\omega)^2-4I^2}}.\tag{4}$$

For $2I>\hbar\omega$ there is no root: level repulsion has removed the transition. The smallest allowed distance satisfies $2I(r_\omega)=\hbar\omega$, hence

$$r_\omega=\xi L,\qquad L=\ln\frac{2I_0}{\hbar\omega}.\tag{5}$$

**Q.** The integrand diverges at that distance. Is the answer finite?

**A.** It is an integrable inverse square root. Put (4) into (3), with $d^dr=\Omega_dr^{d-1}dr$ and $\Omega_d=2,\,2\pi,\,4\pi$ in one, two and three dimensions. The window over $W^2$ gives $1/\hbar\omega$, which cancels the $\hbar\omega$ in (4), and the factor 2 there cancels the half:

$$\sigma=\frac{s\pi\Omega_d}{d}e^2g^2\omega\int_{r_\omega}^{\infty}\frac{r^{d+1}I^2}{\sqrt{(\hbar\omega)^2-4I^2}}\,dr .$$

Now let $u=2I/\hbar\omega$. Then $I^2=(\hbar\omega)^2u^2/4$ and the root is $\hbar\omega\sqrt{1-u^2}$. Also $r=r_\omega+\xi\ln(1/u)$ and $dr=-\xi\,du/u$. As $r$ runs from $r_\omega$ to infinity, $u$ runs from 1 to 0, which absorbs the minus sign:

$$\sigma=\frac{s\pi\Omega_d}{4d}e^2g^2\hbar\omega^2\,\xi\int_0^1\frac{u\,du}{\sqrt{1-u^2}}\left[r_\omega+\xi\ln\frac1u\right]^{d+1}.\tag{6}$$

When $L\gg1$ the bracket may be replaced by $r_\omega$. The remaining integral is $[-\sqrt{1-u^2}]_0^1=1$, and

$$\boxed{\;\sigma(\omega)\simeq\frac{s\pi\Omega_d}{4d}\,e^2g^2\hbar\,\omega^2\,\xi^{d+2}\left[\ln\frac{2I_0}{\hbar\omega}\right]^{d+1}\;}\tag{7}$$

This is Mott's law. The numerical factor is $s\pi/2$, $s\pi^2/4$ and $s\pi^2/3$ for $d=1,2,3$.

**Q.** Explain the powers without the integral.

**A.** One $\omega$ comes from the energy taken up per transition, the other from the occupation window. The absorbing pairs lie in a shell of radius $r_\omega$ and thickness about $\xi$, so their number carries $r_\omega^{d-1}\xi$. The squared dipole carries $r_\omega^2$. Together these give $\xi r_\omega^{d+1}=\xi^{d+2}L^{d+1}$.

The shell really is thin. The leading weight in (6) from $u>u_0$ is $\sqrt{1-u_0^2}$. One decay length beyond $r_\omega$ means $u_0=e^{-1}$, so 93% of the leading weight lies within that length. At finite $L$ the share is somewhat lower, because the bracket in (6) favours larger distances.

**Q.** A logarithm is seldom very large. What does (7) lose at realistic $L$?

**A.** Within the pair model we need not guess. Expand the bracket in (6):

$$L^{d+1}\ \longrightarrow\ P_d(L)=\sum_{k=0}^{d+1}\binom{d+1}{k}c_kL^{d+1-k},\qquad c_k=\int_0^1\frac{u\,(\ln 1/u)^k}{\sqrt{1-u^2}}\,du.\tag{8}$$

All the $c_k$ follow from one function. With $v=u^2$,

$$M(q)=\int_0^1\frac{u^{1-q}\,du}{\sqrt{1-u^2}}=\frac12\int_0^1v^{-q/2}(1-v)^{-1/2}dv=\frac12B\!\left(1-\frac q2,\frac12\right),$$

where $B$ is the beta function. Each derivative in $q$ brings down $\ln(1/u)$, so $c_k=M^{(k)}(0)$.

The first correction can be done by hand. Integrate by parts, using $1-\sqrt{1-u^2}$ as the antiderivative of $u/\sqrt{1-u^2}$, so that the boundary terms vanish at both ends. Then set $w=\sqrt{1-u^2}$, for which $du/u=-w\,dw/(1-w^2)$:

$$c_1=\int_0^1\frac{1-\sqrt{1-u^2}}{u}\,du=\int_0^1\frac{(1-w)w}{1-w^2}\,dw=\int_0^1\frac{w}{1+w}\,dw=1-\ln2 .$$

Thus $P_d=L^{d+1}[1+(d+1)(1-\ln2)/L+\dots]$. The correction is positive because the pairs lie somewhat beyond $r_\omega$.

The local frequency exponent also shifts. Since $dL/d\ln\omega=-1$,

$$\frac{d\ln\sigma}{d\ln\omega}=2-\frac{P_d'(L)}{P_d(L)}\simeq2-\frac{d+1}{L}.\tag{9}$$

A log-log plot has slope 2 only in the limit $L\to\infty$. Direct radial quadrature between $L=200$ and $L=400$ gives logarithmic powers 1.998, 2.997 and 3.996 in one, two and three dimensions, approaching $d+1$.

**Q.** You have assumed isolated pairs. In a solid every site has many neighbours.

**A.** The pair picture needs few third sites in resonance with the pair. A rough count is

$$N_3=g\hbar\omega\,\frac{\Omega_d}{d}\,r_\omega^d\ll1 .\tag{10}$$

Non-resonant sites between the two can also modify the coupling. A site midway between them, at an energy $D$ above the pair, does so in second order:

$$I(r)\ \longrightarrow\ I(r)-\frac{I(r/2)^2}{D}=I(r)\left(1-\frac{I_0}{D}\right).$$

The effect is weak if few sites within reach have energies within several $I_0$ of the pair.

I tested the assumption on Hamiltonians in which all 60 sites of a periodic box are coupled. Site energies were uniform in a band of width 1, $I_0$ was 0.02, and the site density was 0.3 per $\xi$ in one dimension and 0.01 per $\xi^3$ in three. The squared dipole elements were summed over all pairs of levels with spacings from 0.0004 to 0.004. This sum is the absorption averaged over the Fermi level, with the factor $\omega^2$ from photon energy and occupation window divided out. Relative to the pair formula with $P_d$, it was $1.001\pm0.029$ in one dimension and $0.991\pm0.023$ in three; the errors are standard errors over random samples. At these densities the pair picture holds within the sampling error. In three dimensions the density corresponds to $gI_0\xi^3=2\times10^{-4}$, a tenth of the value in the film example below.

Near a mobility edge the picture gives way. As $\mu$ approaches the edge from the localized side, $\xi$ grows. At fixed $\omega$, $g$ and $I_0$, $N_3$ grows as $\xi^d$ and condition (10) fails. The factor $\xi^{d+2}$ in (7) must therefore not be extrapolated to the edge. Beyond it the states are extended and the counting has no basis.

**Q.** Does "zero temperature" matter? Thermal smearing should spoil the sharp window.

**A.** For non-interacting electrons and flat $g$, it does not. Absorption minus stimulated emission is weighted by $f(E_-)-f(E_+)$, with $f$ the Fermi function, and the window becomes

$$\int d\bar e\left[f\!\left(\bar e-\tfrac W2\right)-f\!\left(\bar e+\tfrac W2\right)\right]=\int_0^Wdy\int dx\,[-f'(x+y)]=W .$$

The loss from pairs near $\mu$ is made up by partly occupied pairs farther away. Zero temperature is still needed to exclude phonon-assisted hopping and relaxation, which are absent from (1), and to avoid requiring $g$ to be flat over several $kT$.

**Q.** Electrons repel each other. Is that a small correction?

**A.** Often it is not. Treat a pair of spinless sites with repulsion $U(r)$ when both are occupied. Measured from $\mu$, the lowest energies with zero, one and two electrons are

$$0,\qquad E_--\mu,\qquad 2\bar e+U-2\mu .$$

One electron is the ground state if $E_-<\mu$ and $E_--\mu<2\bar e+U-2\mu$. Since $2\bar e-E_-=E_+$, the second condition reads $\mu<E_++U$. The window is therefore

$$E_-<\mu<E_++U,\qquad\text{width } W+U .\tag{11}$$

The single electron still has the transition energy $W$. So one factor $\hbar\omega$ becomes $\hbar\omega+U(r)$, under the integral over $r$. For $U=\kappa/r$, with $\kappa=e^2/4\pi\epsilon_0\epsilon_r$, $U\gg\hbar\omega$ and $L\gg1$, the leading form is

$$\sigma\simeq\frac{s\pi\Omega_d}{4d}e^2g^2\kappa\,\omega\,\xi^{d+1}L^d .$$

One power of frequency and one of the logarithm are gone. This keeps $g$ flat and the spin factor unchanged, both of which repulsion can also alter.

**Q.** Put in numbers for a film, with the arithmetic visible.

**A.** Take a three-dimensional film with round parameters in the rough regime of localized tail states in amorphous In-Ga-Zn-O: total density of states $10^{19}\ \mathrm{cm^{-3}\,eV^{-1}}$, $\xi=2$ nm, $I_0=50$ meV and $\epsilon_r=10$. The density of states is treated as flat near $\mu$; an assumed exponential tail energy $E_0=20$ meV serves only to check this later. With $s=2$, $g=0.005\ \mathrm{nm^{-3}\,eV^{-1}}$.

At $\hbar\omega=1$ meV (242 GHz), $L=\ln100=4.605$ and $r_\omega=9.21$ nm. The prefactor is $2\pi^2/3=6.580$, $e^2/\hbar=2.434\times10^{-4}$ S, and $g\hbar\omega=5\times10^{-6}\ \mathrm{nm^{-3}}$. Writing $e^2g^2\hbar\omega^2=(e^2/\hbar)(g\hbar\omega)^2$, (7) gives

$$\sigma=6.580\,(2.434\times10^{-4}\,\mathrm S)(5\times10^{-6}\,\mathrm{nm^{-3}})^2(2\,\mathrm{nm})^5(4.605)^4$$

$$=5.76\times10^{-10}\ \mathrm{S/nm}=5.8\times10^{-3}\ \mathrm{S/cm}.$$

The full polynomial gives $7.8\times10^{-3}$ S/cm, 36% above the leading law. The $c_1$ term alone accounts for $4(0.307)/4.605=27\%$. At other photon energies:

| $\hbar\omega$ (meV) | $r_\omega$ (nm) | leading (S/cm) | full (S/cm) | exponent |
|---|---|---|---|---|
| 0.1 | 13.8 | $2.9\times10^{-4}$ | $3.6\times10^{-4}$ | 1.45 |
| 0.3 | 11.6 | $1.3\times10^{-3}$ | $1.7\times10^{-3}$ | 1.36 |
| 1 | 9.2 | $5.8\times10^{-3}$ | $7.8\times10^{-3}$ | 1.21 |
| 3 | 7.0 | $1.7\times10^{-2}$ | $2.7\times10^{-2}$ | 1.00 |

The exponent belongs to the full pair integral. From 0.1 to 1 meV, $\sigma$ rises 22-fold, not 100-fold. At 3 meV the non-interacting model itself looks linear in $\omega$. A measured slope near one is therefore not, by itself, evidence for interactions.

**Q.** Would you use $7.8\times10^{-3}$ S/cm to predict the response of a real film?

**A.** No. It is the reference value of the non-interacting pair model for these inputs. At 1 meV the Coulomb energy at $r_\omega$ is 15.6 meV. The wider window (11) multiplies the conductivity by 15, to about 0.12 S/cm. It also lowers the local frequency exponent to 0.45 (0.60 at 0.1 meV, 0.34 at 3 meV). With repulsion the slope approaches one only as $L\to\infty$.

Lowering the frequency does not rescue the approximation here. From (5),

$$\frac{U(r_\omega)}{\hbar\omega}=\frac{\kappa/\xi}{2I_0}\,\frac{e^L}{L}.$$

The function $e^L/L$ has its minimum $e$ at $L=1$, and $\kappa/\xi=72$ meV. The ratio is thus at least $0.72\,e\approx2.0$ for every $L>0$. With these parameters and unscreened repulsion, no frequency makes the Coulomb term small. A smaller $\kappa/(I_0\xi)$ would be needed, for instance through screening.

The value 0.12 S/cm is not a complete prediction either. The Coulomb-gap energy scale is about 5.5 meV, so $g$ need not be flat near $\mu$. The on-site repulsion scale, about 72 meV, also makes the independent spin factor $s=2$ doubtful.

**Q.** And the remaining assumptions, for a real transistor film?

**A.** The density of states and localization length of such films depend on deposition and on the position of $\mu$, so the inputs are no better than rough. They also sit close to the band: for an effective mass of 0.2 to 0.35 $m_e$, a decay length of 2 nm corresponds to a depth $\hbar^2/2m^*\xi^2$ of only 27 to 48 meV. That is less than $I_0$, so band states outside the model lie within $I_0$ of the pair. The temperature is the sharpest mismatch. At 1 K, $kT=0.09$ meV is well below a 1 meV photon, but devices run near 300 K, where $kT=26$ meV. The flat-band argument for the thermal window needs $kT$ well below $E_0/2=10$ meV, since the product of two site densities in an exponential tail varies as $e^{2\bar e/E_0}$. It therefore fails at 300 K, and carriers excited towards or above the mobility edge are outside the model. I give no corrected room-temperature value.

At zero temperature and without repulsion, the slope of the tail hardly affects the count of absorbing pairs at 1 meV. For $g\propto e^{E/E_0}$, the product of the two site densities varies as $e^{2\bar e/E_0}$. Averaged over the window, this multiplies $\sigma$ by $\sinh y/y$ with $y=\hbar\omega/E_0=0.05$, a change of 0.04%. The slope can still matter through the coupling. Sites above the pair then outnumber those below, so their corrections $-I_0/D$ do not cancel. Where these corrections are small, they weaken the coupling for positive $I_0$ and strengthen it for negative $I_0$. They need not be small here: for a midway site less than 50 meV above the pair, $|I_0|/D$ exceeds one. The values given here leave this out. With repulsion the window (11) is about 17 meV wide, comparable with $E_0$, and the slope would matter. Third-site resonances are few, $N_3=0.016$, but non-resonant sites are not: even for flat $g$, about three sites ($g\cdot4I_0\cdot4\pi r_\omega^3/3=3.3$) lie within $2I_0$ in energy inside a sphere of radius $r_\omega$. At this density, $gI_0\xi^3=2\times10^{-3}$, many-site Hamiltonians with a flat band absorb about 10% more than the pair formula gives near 1 meV. The second digit of $7.8\times10^{-3}$ S/cm therefore belongs to isolated pairs only.

The form of the coupling matters too. If $I=I_0(r/\xi)e^{-r/\xi}$, the outer solution of $2I=\hbar\omega$ obeys

$$\frac{r_\omega}{\xi}=L+\ln\frac{r_\omega}{\xi}.$$

The added term grows only as $\ln L$, so $r_\omega/\xi L\to1$ and the asymptotic power $d+1$ survives. At 1 meV, however, with $I_0$ and $\xi$ held fixed, $r_\omega$ moves from 9.2 to 12.9 nm and the non-interacting conductivity rises by a factor of 4.3. Without repulsion, this change of coupling thus leaves the asymptotic power of the logarithm intact, but not the magnitude at a given frequency. The numerical output below lists the values used here.

## Computed results

```
TESTS (ratio = computed / formula)
driven two-level absorption / golden rule: 0.9942
d=1: random-pair ratio 1.017, log power between L=200 and 400: 1.998
d=2: random-pair ratio 1.017, log power between L=200 and 400: 2.997
d=3: random-pair ratio 1.017, log power between L=200 and 400: 3.996
d=1: many-site ratio 1.001, standard error 0.029
d=3: many-site ratio 0.991, standard error 0.023
moments c0..c4: 1.00000, 0.30685, 0.27169, 0.38924, 0.76322
EXAMPLE INPUTS (rough, amorphous In-Ga-Zn-O tail-state regime)
total density of states: 1.0e+19 cm^-3 eV^-1
density of states per spin: 0.0050 nm^-3 eV^-1
xi: 2.0 nm; I0: 50 meV
relative permittivity: 10; tail energy: 20 meV
prefactor s*pi*Omega/(4d): 6.5797; e^2/hbar: 2.4341e-04 S
RESULTS: leading law, full pair integral, local frequency exponent
0.1 meV (24.2 GHz): L=6.908, r_w=13.82 nm
   leading 2.917e-04 S/cm, full 3.550e-04 S/cm, exponent 1.452, 2-4/L=1.421
0.3 meV (72.5 GHz): L=5.809, r_w=11.62 nm
   leading 1.313e-03 S/cm, full 1.665e-03 S/cm, exponent 1.357, 2-4/L=1.311
1.0 meV (241.8 GHz): L=4.605, r_w=9.21 nm
   leading 5.763e-03 S/cm, full 7.843e-03 S/cm, exponent 1.207, 2-4/L=1.131
3.0 meV (725.4 GHz): L=3.507, r_w=7.01 nm
   leading 1.743e-02 S/cm, full 2.657e-02 S/cm, exponent 0.998, 2-4/L=0.859
NEGLECTED EFFECTS at 1 meV
Coulomb energy at r_w: 15.63 meV
conductivity factor from pair Coulomb window: 15.27
conductivity with that factor: 1.198e-01 S/cm
Coulomb-gap scale sqrt(g_total*(e^2/4 pi eps)^3): 5.46 meV
on-site repulsion scale e^2/(4 pi eps xi): 72.0 meV
kT at 1 K: 0.0862 meV; at 300 K: 25.85 meV
factor from exponential density of states at T=0: 1.00042
third sites in resonance, g*hw*4 pi r_w^3/3: 0.0164
with coupling I0*(r/xi)*exp(-r/xi): r_w=12.95 nm, conductivity factor 4.30
```
